\section*{Exact sampling of master-equation trajectories by residence-time and first-reaction methods}

\section{The decision}

Suppose a table of hopping rates for an adatom is ready and the site populations after 10 ns are wanted. Before any code is written, three choices must be made. Is there a time step to converge? Should one draw a single waiting time and then a channel, or one waiting time per channel and take the earliest? May the random waiting time be replaced by its mean, which saves a logarithm and a random number per event? The answers follow from the joint probability law of the next event and its time.

The example is a model adatom with three sites: terrace A, step edge B and kink C. The site energies are $0$, $0.02$ and $-0.06$ eV. Two distinct mechanisms connect A and B, a hop with saddle energy $0.50$ eV and an exchange with saddle energy $0.52$ eV. Site C is reached from A or B over saddles at $0.56$ eV. Each rate is $\nu\exp[-(E_{\rm saddle}-E_{\rm site})/k_BT]$ with $\nu=10^{13}\,{\rm s^{-1}}=10^4\,{\rm ns^{-1}}$ and $T=500$ K, so $k_BT=0.04309$ eV. The hop out of A, for instance, has the rate $10^4\exp(-0.50/0.04309)\approx0.0913\ {\rm ns^{-1}}$. Times are in ns throughout, since atomic units would be unnatural here.

\section{One state, one channel}

Let a system sit in a state that it can leave through one channel with constant rate $k$. The rate is defined by this property: if the system is still there at time $t$, it leaves during the next short interval $h$ with probability $kh+o(h)$, whatever happened before. The probability $S(t)$ of still being there therefore obeys
\begin{equation}
S(t+h)=S(t)\,[1-kh+o(h)] .
\end{equation}
Subtracting $S(t)$, dividing by $h$ and letting $h\to0$ gives $dS/dt=-kS$. With $S(0)=1$,
\begin{equation}
S(t)=e^{-kt}.
\end{equation}

To draw a time with this law, take $u$ uniform on $(0,1)$ and set $\tau=-\ln u/k$. Then
\begin{equation}
P(\tau>t)=P(\ln u<-kt)=P(u<e^{-kt})=e^{-kt}.
\label{eq:inv}
\end{equation}
The inequality reverses in the first step because of the minus sign in $\tau$. The last step holds because a uniform number lies below $x\in(0,1)$ with probability $x$.

Limit check: for $kt\ll1$ the probability of having left is $1-e^{-kt}\approx kt$, the defining property. The interval $h$ has disappeared from the sampling formula, so no time step remains to be converged.

\section{Several channels: the residence-time draw}

Now let state $i$ have channels $m=1,\dots,M$ with constant rates $k_m\ge0$, each leading to some state other than $i$ (two channels may share a destination), and let $K=\sum_mk_m>0$. Channel $m$ fires during $h$ with probability $k_mh+o(h)$, and two events within $h$ have probability $o(h)$. The system leaves by some channel with probability $Kh+o(h)$, so the previous argument gives $S=e^{-Kt}$. For the next event to be $m$ in $(t,t+dt)$, the system must survive to $t$ and then leave by $m$. The joint density is
\begin{equation}
f(m,t)=k_m\,e^{-Kt}=\frac{k_m}{K}\;K e^{-Kt}.
\label{eq:joint}
\end{equation}
The second form is a probability for the channel times a density for the time. Channel and waiting time are therefore independent, and they may be drawn separately. Integration gives
\begin{equation}
P(m,\tau\le t)=\int_0^t k_me^{-Kx}\,dx=\frac{k_m}{K}\left(1-e^{-Kt}\right).
\label{eq:law}
\end{equation}

The residence-time algorithm (BKL, or Gillespie's direct method) uses two independent uniform numbers. The first gives $\tau=-\ln u_1/K$, which has density $Ke^{-Kt}$ by (\ref{eq:inv}) with $k$ replaced by $K$. For the second, define $C_m=\sum_{l\le m}k_l$, $C_0=0$, and choose the $m$ for which
\begin{equation}
C_{m-1}\le u_2K<C_m .
\end{equation}
This interval for $u_2$ has length $(C_m-C_{m-1})/K=k_m/K$. The product of the two laws is (\ref{eq:joint}).

From A the rates are $0.09125$ (hop), $0.05736$ (exchange) and $0.02267$ (capture at C), with $K_A=0.17128\ {\rm ns^{-1}}$. Take $u_1=0.3$ and $u_2=0.7$. Then $\tau=1.204/0.17128=7.03$ ns, and $u_2K_A=0.1199$ lies between $C_1=0.0913$ and $C_2=0.1486$: the adatom goes to B by exchange after 7.03 ns.

Limit check: for $t\to\infty$, (\ref{eq:law}) tends to the branching ratio $k_m/K$. For $t\to0$ it tends to $k_mt$, in which the other channels do not appear, because they have not yet had time to compete.

\section{One clock per channel: the first-reaction draw}

The first-reaction method draws $M$ independent times $\tau_m=-\ln u_m/k_m$, one for each channel as if it were alone. The earliest clock decides both the event and the time; the others are discarded and fresh clocks are drawn in the new state. A channel of zero rate has an infinite clock.

For $m$ to win at a time in $(x,x+dx)$, its clock must ring there and all others must ring later. Independence turns this into a product:
\begin{align}
P(m\ \text{wins},\,\tau\le t)
&=\int_0^t k_me^{-k_mx}\prod_{l\ne m}P(\tau_l>x)\,dx \nonumber\\
&=\int_0^t k_me^{-k_mx}\prod_{l\ne m}e^{-k_lx}\,dx
=\int_0^t k_me^{-Kx}\,dx .
\end{align}
This is (\ref{eq:law}). Ties do not matter: given $\tau_m=x$, a second continuous clock equals $x$ with probability zero. The two methods thus have the same joint law of event and time. They do not turn the same random numbers into the same events. With $u=(0.3,0.7,0.2)$ the clocks out of A read $13.2$, $6.22$ and $71.0$ ns, so the exchange wins at 6.22 ns.

The equality has a consequence that looks odd at first. The mean waiting time given that $m$ won is
\begin{equation}
\frac{\int_0^\infty t\,k_me^{-Kt}\,dt}{k_m/K}
=K\int_0^\infty t\,e^{-Kt}\,dt=K\,\frac1{K^2}=\frac1K ,
\end{equation}
the same for every channel. A slow clock seldom wins, and when it does, it has rung unusually early. Capture at C has $1/k=44.1$ ns on its own, yet its winning times in a sample of 400\,000 draws average $5.81$ ns, against $1/K_A=5.84$ ns. The winning hops average $5.84$ ns and the winning exchanges $5.88$ ns. The last value lies about 2.4 standard errors from $1/K_A$, inside the five that the numerical test allows.

Limit check: with $M=1$ both methods reduce to (\ref{eq:inv}). For larger $M$ the direct method uses two random numbers per event and the first-reaction method $M$. The choice between them is one of cost and convenience.

\section{From one event to a trajectory}

Let the states be finite or countable in number, with $K_i\le K_{\max}<\infty$ for all $i$. If $K_i=0$, the trajectory stays in $i$. Write $W_{lj}$ for the sum of the rates of all channels from $l$ to $j$, with $W_{jj}=0$ and $\sum_jW_{lj}=K_l$. The master equation is
\begin{equation}
\frac{dp_j}{dt}=\sum_lp_lW_{lj}-K_jp_j .
\label{eq:me}
\end{equation}

What should an exact trajectory of this equation be? Reproducing $p_j(t)$ is not enough. If the initial distribution is stationary, walkers that never move reproduce $p_j(t)$ perfectly, and their paths are wrong. Nor does (\ref{eq:me}) distinguish hop from exchange, since only their sum enters $W_{AB}$. The object to sample is the Markov jump process defined by the channel rates: in state $i$, whatever the past, channel $m$ fires during $h$ with probability $k_m(i)h+o(h)$. It must then be shown that its one-time probabilities obey (\ref{eq:me}).

In that process each step has the density (\ref{eq:joint}), whatever the previous steps were. Consider a path that starts in $i_0$, makes $n$ jumps through channels $m_0,\dots,m_{n-1}$ after waiting times $\tau_0,\dots,\tau_{n-1}$, and is in $i_n$ at time $t$. Its density is
\begin{equation}
p_{i_0}(0)\left[\prod_{r=0}^{n-1}k_{m_r}(i_r)\,e^{-K_{i_r}\tau_r}\right]
e^{-K_{i_n}(t-\tau_0-\dots-\tau_{n-1})} .
\label{eq:path}
\end{equation}
The last factor is the probability that the next event comes after $t$. Either algorithm, with fresh independent random numbers at each step, generates the same product. Process, residence-time method and first-reaction method therefore share one path law.

The age of a state plays no role in this law. Suppose the walker has already spent a time $a$ in $i$. Then
\begin{equation}
P(m,\tau\le a+t\,|\,\tau>a)
=\frac{\int_a^{a+t}k_me^{-K_ix}dx}{e^{-K_ia}}
=\frac{k_m}{K_i}\left(1-e^{-K_it}\right),
\label{eq:mem}
\end{equation}
which is the law of a fresh start. Later draws are independent of the past as well, so the future depends on the history through the present state alone. This is the Markov property.

\section{Summing the paths}

Let $P^{(n)}_j(t)$ be the probability of having made $n$ jumps by time $t$ and being in $j$. With no jump,
\begin{equation}
P^{(0)}_j(t)=p_j(0)\,e^{-K_jt}.
\end{equation}
For $n+1$ jumps, let the last one occur at $s$, from $l$ to $j$. In (\ref{eq:path}) the factors up to $s$, without the rate of the last jump, are the density of an $n$-jump path found in $l$ at $s$. Integrated over the earlier jumps they give $P^{(n)}_l(s)$. What remains is the rate of the last jump and the survival in $j$:
\begin{equation}
P^{(n+1)}_j(t)=\int_0^t\sum_lP^{(n)}_l(s)\,W_{lj}\,e^{-K_j(t-s)}\,ds .
\label{eq:rec}
\end{equation}

A case that can be done by hand is one jump from A to B:
\begin{equation}
P^{(1)}_B(t)=W_{AB}\int_0^te^{-K_As}e^{-K_B(t-s)}ds
=W_{AB}\,\frac{e^{-K_At}-e^{-K_Bt}}{K_B-K_A}.
\end{equation}
With $W_{AB}=0.14861$, $K_B=0.27246\ {\rm ns^{-1}}$ and $t=10$ ns this is $0.14861\times(0.1804-0.0656)/0.10118=0.169$, in agreement with the value $0.1686$ from repeated quadrature of (\ref{eq:rec}).

Let $P_j=\sum_nP^{(n)}_j$. All terms are nonnegative, so sum and integral may be exchanged. Adding the zero-jump term to the sum of (\ref{eq:rec}) over $n$ gives
\begin{equation}
P_j(t)=p_j(0)e^{-K_jt}+\int_0^tJ_j(s)\,e^{-K_j(t-s)}ds,\qquad
J_j=\sum_lP_lW_{lj}.
\label{eq:int}
\end{equation}
The inflow $J_j$ is continuous. Indeed, $\sum_l|P_l(t+h)-P_l(t)|$ is at most twice the probability of a jump during $h$, which by (\ref{eq:mem}) is at most $1-e^{-K_{\max}h}$, and $W_{lj}\le K_{\max}$. Multiply (\ref{eq:int}) by $e^{K_jt}$ and differentiate:
\begin{equation}
e^{K_jt}\left(\frac{dP_j}{dt}+K_jP_j\right)=J_j(t)\,e^{K_jt}.
\end{equation}
Cancelling the exponential leaves $dP_j/dt=\sum_lP_lW_{lj}-K_jP_j$, the master equation.

\subsection{No probability is lost}

The sum over $n$ covers all trajectories if infinitely many jumps cannot fit into a finite time. In the residence-time method $\tau_r=\varepsilon_r/K_{i_r}\ge\varepsilon_r/K_{\max}$, where the $\varepsilon_r=-\ln u$ are independent with density $e^{-\varepsilon}$. At least $n$ jumps by time $t$ therefore require $\varepsilon_0+\dots+\varepsilon_{n-1}\le x$ with $x=K_{\max}t$. The sum of $n$ such numbers has density $y^{n-1}e^{-y}/(n-1)!$. This holds for $n=1$, and adding one more gives
\begin{equation}
\int_0^y\frac{z^{n-1}e^{-z}}{(n-1)!}\,e^{-(y-z)}dz=\frac{y^n}{n!}e^{-y}.
\end{equation}
Hence
\begin{equation}
P(\text{at least }n\text{ jumps})\le\int_0^x\frac{y^{n-1}e^{-y}}{(n-1)!}dy
=1-\sum_{r=0}^{n-1}\frac{x^r}{r!}e^{-x}.
\end{equation}
The last equality holds because both sides vanish at $x=0$ and have the same derivative, the derivative of the sum being telescopic. The right side is the tail of a Poisson distribution of mean $K_{\max}t$ and tends to zero as $n\to\infty$, so $\sum_jP_j(t)=1$. In the example $K_{\max}t=2.725$ at 10 ns. The bound for six or more jumps is $0.059$, and the probability itself is $0.012$.

\subsection{The solution is unique}

Let $d_j$ be the difference of two probability solutions of (\ref{eq:me}) with the same initial values. Each solution satisfies (\ref{eq:int}), as one sees by multiplying (\ref{eq:me}) by $e^{K_jt}$ and integrating. The initial terms cancel in the difference. With $D=\sum_j|d_j|$, $e^{-K_j(t-s)}\le1$ and $\sum_jW_{lj}\le K_{\max}$,
\begin{equation}
D(t)\le K_{\max}\int_0^tD(s)\,ds .
\end{equation}
Since $D\le2$, inserting the inequality into itself $n$ times gives $D(t)\le2(K_{\max}t)^n/n!$, which tends to zero. So $D=0$, and the path sum is the solution of the master equation.

\subsection{Test on the adatom}

Starting in A, the probabilities at 10 ns resolved by jump number are, for sites (A, B, C),
\begin{align}
n=0:&\quad(0.180,\;0,\;0), & n=1:&\quad(0,\;0.169,\;0.101),\nonumber\\
n=2:&\quad(0.234,\;0.002,\;0.068), & n=3:&\quad(0.002,\;0.099,\;0.031).
\end{align}
The sum over $n$ is $(0.490,0.289,0.221)$. For a finite number of states (\ref{eq:me}) reads $dp/dt=pL$, with $p$ a row vector and $L_{ij}=W_{ij}-K_i\delta_{ij}$, so $p(t)=p(0)e^{Lt}$. The matrix exponential agrees with the path sum to about $10^{-8}$ in each probability. Simulations of 200\,000 trajectories give $(0.491,0.288,0.220)$ by residence times and $(0.490,0.289,0.221)$ by first reactions.

The Markov property extends the comparison to two times. For $t_2>t_1$ the evolution restarts from the state found at $t_1$:
\begin{equation}
P(i\text{ at }t_1,\;j\text{ at }t_2)=p_i(t_1)\left[e^{L(t_2-t_1)}\right]_{ij}.
\end{equation}
For B at 10 ns and C at 25 ns this is $0.0946$; the two simulations give $0.0937$ and $0.0954$, both within 1.5 standard errors (one standard error is $0.00065$). Walkers frozen in a stationary distribution would fail such a test, since for them any two-time probability with $i\ne j$ is zero.

\section{Replacing the random time by its mean}

Suppose the channel is still drawn at random but the clock advances by $1/K_i$. In a finite network in which every state can be reached from every other, consider the chain of visited states, with transition probabilities $W_{ij}/K_i$. Its stationary visit fractions $v_i$ satisfy $v_j=\sum_lv_lW_{lj}/K_l$. A visit to $i$ lasts $1/K_i$ on average with either clock, so the long-run fraction of time in $i$ is $w_i=c\,v_i/K_i$ with a normalizing constant $c$. Then
\begin{equation}
\sum_lw_lW_{lj}=c\sum_l\frac{v_l}{K_l}W_{lj}=c\,v_j=K_jw_j ,
\end{equation}
so $w$ is stationary under (\ref{eq:me}). Long-run time averages of site occupations survive the replacement. In the example $v=(0.442,0.442,0.117)$ and the mean residence times are $5.84$, $3.67$ and $88.8$ ns, which gives $w=(0.177,0.111,0.712)$. These are the Boltzmann weights of the three sites, as they should be, since forward and backward rates share their saddles and the prefactor: for each channel between $i$ and $j$, $e^{-E_i/k_BT}$ times the forward rate and $e^{-E_j/k_BT}$ times the backward rate both equal $\nu e^{-E_{\rm saddle}/k_BT}$, so with Boltzmann weights inflow and outflow in (\ref{eq:me}) cancel channel by channel. The visit fractions $v$ themselves are not Boltzmann weights: averages must be weighted by time, not by event.

The transient does not survive. With mean times every walker leaves A at 5.84 ns, and those that went to B leave it at $5.84+3.67=9.51$ ns. At 10 ns site B is empty, where the master equation has a population of $0.289$. The population of A is the probability of going to B and back,
\begin{equation}
\frac{0.14861}{0.17128}\times\frac{0.14515+0.09125}{0.27246}=0.753 ,
\end{equation}
against the correct $0.490$. The simulation with mean times gives $(0.752,0,0.248)$. A trajectory simulation of the populations at 10 ns must draw the random time.

\section{Where the proof stops}

\textit{Rates that change in time.} If $K$ depends on $t$ through a temperature ramp, $dS/dt=-K(t)S$ gives $S=\exp[-\int_0^tK(x)dx]$. The waiting time must then solve $\int_0^\tau K(x)dx=-\ln u$; the formula $-\ln u/K$ with the initial $K$ is wrong. If the integral stays below $-\ln u$ up to the end of the run, as can easily happen on cooling, no event occurs and the system remains in its state. Here $t$ is counted from the entry into the state. The joint density becomes $k_m(t)\,S(t)$, so the channel must be drawn with the rates at the time of the event, $k_m(\tau)/K(\tau)$, and channel and waiting time are in general no longer independent.

\textit{Memory.} If the escape probability depends on the time already spent in a state, for example because the adatom has not yet thermalized after its last hop, the defining property of the rates fails, and (\ref{eq:joint}) and (\ref{eq:mem}) fail with it.

\textit{Unbounded rates.} Let state $n=1,2,\dots$ go to $n+1$ with rate $n^2$ in some unit. The mean total time for infinitely many jumps is $\sum_n1/n^2$, which is finite, and the path sum loses probability. Bounded rates are sufficient to exclude this; they are not necessary.

\textit{An incomplete rate table.} Exactness refers to the given rates and to ideal random numbers. If a channel of rate $k'$ is missing from a state, the simulated mean residence time there is $1/K$ instead of $1/(K+k')$, and no amount of sampling reveals it.

Within these conditions there is no time step to converge, and the error left in a simulated probability $p$ is statistical, with standard error $\sqrt{p(1-p)/N}$ for $N$ independent trajectories. The numerical check compares both algorithms with the joint law, the path sum and the two-time probabilities.

\section*{Numbers as computed}
\begin{verbatim}
temperature 500 K, kT = 0.04309 eV, prefactor 1.0e+13 1/s
site energies A, B, C (eV): 0.00 0.02 -0.06
saddle energies (eV): A-B hop 0.50, A-B exchange 0.52, A-C 0.56, B-C 0.56
rates from A (1/ns): to B 0.09125, to B 0.05736, to C 0.02267; total 0.17128
rates from B (1/ns): to A 0.14515, to A 0.09125, to C 0.03606; total 0.27246
rates from C (1/ns): to A 0.00563, to B 0.00563; total 0.01126
mean residence times A, B, C (ns): 5.838 3.670 88.776
residence-time draw, u1=0.3, u2=0.7: tau = 7.029 ns, u2*K = 0.11990 1/ns
  cumulative rates (1/ns): 0.09125 0.14861 0.17128 -> channel exchange to B
first-reaction draw, u = 0.3 0.7 0.2 : clocks (ns) 13.195 6.218 70.995 -> channel exchange to B
P(channel, tau <= 4 ns) from A, 400000 draws: formula, residence-time, first-reaction
  hop to B: 0.2642, 0.2637, 0.2650
  exchange to B: 0.1661, 0.1657, 0.1647
  capture at C: 0.0656, 0.0655, 0.0658
first-reaction mean waiting time given the winner, and 1/k of its clock (ns):
  hop to B: 5.836, 10.959
  exchange to B: 5.877, 17.433
  capture at C: 5.807, 44.111
jump-number resolved probabilities at 10 ns (A, B, C):
  n = 0: 0.18036 0.00000 0.00000
  n = 1: 0.00000 0.16860 0.10103
  n = 2: 0.23444 0.00162 0.06816
  n = 3: 0.00230 0.09872 0.03086
  sum over n: 0.49015 0.28908 0.22077
  matrix exponential: 0.49015 0.28908 0.22077
  largest difference: 1.3e-08
P(at least 6 jumps by 10 ns) = 0.01157, Poisson bound 0.05873 (mean 2.725)
200000 trajectories per method, all started in A
two-time probability P(B at 10 ns, C at 25 ns), propagators: 0.0946
  residence-time: p(10 ns) = 0.4912 0.2884 0.2204 ; two-time 0.0937
  first-reaction: p(10 ns) = 0.4898 0.2890 0.2212 ; two-time 0.0954
  mean-time shortcut: p(10 ns) = 0.7516 0.0000 0.2484
jump-chain visit fractions A, B, C: 0.4416 0.4416 0.1169
visits weighted by 1/K, normalized: 0.1769 0.1112 0.7119
Boltzmann weights: 0.1769 0.1112 0.7119
\end{verbatim}
